# Sparse cluster expansion with hull constraints and an electronic stability test

Twelve coefficients, fitted to the energies of 27 small ordered compounds, predict 80 larger ones with an rms error of 0.47 meV per atom, although the energies of those 80 spread by 21.5 meV. Yet raising one parameter of the underlying electronic model, the on-site repulsion, by 2 eV moves a compound by 32 meV. A parameter change of that size matters far more than the error of the fit. Both numbers follow from the scheme below.

## Energy model and conventions

Atoms A and B occupy a fixed fcc lattice with cubic constant $a$. Site $i$ carries $s_i=-1$ for A and $+1$ for B, and $x$ is the B fraction. The direct energy comes from a tight-binding model with one orbital and one electron per atom, nearest-neighbour hopping $-t$ and site levels $Ds_i/2$.

Let $\delta_i=n_i-1$ be the excess electron number on site $i$. It produces the potential $\phi=V\delta$, where $V$ has the lattice Fourier transform

$$v(q)=\frac{4e^2}{\varepsilon_0 a\,S(q)}-w,\qquad S(q)=\sum_{R\in nn}[1-\cos(q\cdot R)] .$$

For small $q$, $S\to\frac12\sum_R(q\cdot R)^2=\frac12\cdot12\cdot\frac{a^2/2}{3}q^2=a^2q^2$. The first term then becomes $e^2/(\varepsilon_0\Omega q^2)$ with $\Omega=a^3/4$, which is the Coulomb law. The constant $w$ softens the on-site repulsion. The component $q=0$ is dropped because the crystal is neutral, so $\sum_i\phi_i=0$.

The band energy counts the interaction as $\sum_i n_i\phi_i=\sum_i\delta_i\phi_i$, twice its true value. Half is therefore subtracted:

$$W[\delta]=F_{\rm band}[V\delta]-\tfrac12\delta^TV\delta .$$

Since $\partial F_{\rm band}/\partial\phi_i=n_i$, the gradient of $W$ is $V(n-1-\delta)$, which vanishes at self-consistency. $F_{\rm band}$ is a minimum, over density matrices with fixed electron number, of functions linear in $\phi$, so it is concave. If $v(q)>0$ for $q\ne0$, the second term makes $W$ strictly concave for zero-sum charges, and the self-consistent solution is unique.

With $\chi=-\partial n/\partial\phi$ at fixed electron number, the Hessian is $-(V+V\chi V)$. Newton's condition $(V+V\chi V)p=V(n-1-\delta)$ is satisfied by

$$(1+\chi V)\,p=n-1-\delta .$$

The step $p$ points uphill in $W$, and it is halved whenever $W$ falls.

The formation energy per atom is $y=F-(1-x)F_A-xF_B$. All cells use one $N^3$ mesh of the primitive lattice, folded into the supercell. If $N$ is a multiple of the number of atoms $n$ in the cell, every structure is periodic on the same $N\times N\times N$ torus, and mesh errors of the pure phases cancel. With $N=12$ this admits cells of 1, 2, 3, 4 and 6 atoms and excludes 5.

## From electronic response to clusters

Write $s_q$ for the Fourier amplitude of the spins. The uniform part of the site levels adds an energy linear in $x$, which cancels in $y$. The rest is a perturbation $h_q=(D/2)s_q$. The uniform crystal, with bare response $\chi_0$, answers with

$$\delta_q=-\chi_0(h_q+v\delta_q)\quad\Rightarrow\quad \delta_q=-\frac{\chi_0}{1+v\chi_0}h_q .$$

Switching $h$ on in proportion to $\lambda$ costs $\int_0^1\lambda\,d\lambda\sum_q h_q^*\delta_q$, so to second order in $D$

$$y=-\frac12\Big(\frac D2\Big)^2\sum_{q\ne0}K(q)|s_q|^2,\qquad K=\frac{\chi_0}{1+v\chi_0}.$$

At $D=0.1$ eV this agrees with self-consistent diagonalization to 0.05 % of the formation energy, for one structure each of two, four and six atoms.

As $q\to0$, $v$ diverges and $K\to1/v\to0$. The missing $q=0$ term can thus be added at no cost, and the sum becomes $\sum_R K(R)\langle s_is_{i+R}\rangle$, a pair expansion. Without the long-range Coulomb term $K(0)$ would stay finite, and leaving it out would create a term in $(2x-1)^2$ that no finite set of clusters represents. Also $\sum_RK(R)=K(q{=}0)=0$, so each pair enters as $\langle s_is_{i+R}\rangle-1$. Higher orders in $D$ bring triplets and larger clusters. This suggests the expansion

$$\hat e=\sum_\alpha b_\alpha[\Phi_\alpha-L_\alpha(x)] .$$

$\Phi_\alpha$ is the product of spins on cluster $\alpha$, averaged over its translated and rotated copies, and $b_\alpha$ includes the number of copies per atom. $L_\alpha$ is 1 for an even cluster and $2x-1$ for an odd one, so both pure phases have zero energy by construction.

## Selection and validation

Collect the bracketed features in rows. Greedy selection picks the column that most reduces the squared residual, removes its direction from the remaining columns, and repeats. This gives nested supports of growing size.

For a fixed support with matrix $A$, leaving out row $a_i$ needs no refit. Let $M=A^TA$, $b$ the full solution and $b'$ the solution without row $i$. The normal equations give $(M-a_ia_i^T)b'=Mb-a_iy_i$, hence $b'=b-M^{-1}a_i\epsilon_i$ with $\epsilon_i=y_i-a_i^Tb'$. Multiplying by $a_i^T$ and subtracting from $y_i$,

$$\epsilon_i=r_i+h_{ii}\epsilon_i\quad\Rightarrow\quad\epsilon_i=\frac{r_i}{1-h_{ii}},$$

where $r_i=y_i-a_i^Tb$ and $h_{ii}=a_i^TM^{-1}a_i$.

The shortcut ignores that the left-out structure helped to choose the support. Repeating the selection in every fold removes that leak. In the example the two scores are 0.49 and 0.99 meV. Minimizing the second score over the support size still biases it downward. Neither score need equal the error for larger structures, which the audit below puts at 0.47 meV, so here the second score was the more cautious one, not the closer one.

## Ground-state constraints

Structures on the lower convex hull of $y(x)$ are stable against decomposition into others of the set. Two kinds of inequality, both linear in $b$, impose the direct hull on the fit:

1. each interior vertex $v$ lies below the line joining its neighbouring vertices $l$ and $r$;
2. every other structure lies above the line between the vertices that bracket its composition.

These local conditions are sufficient. The first reads $\hat e_v<(1-\tau)\hat e_l+\tau\hat e_r$ with $\tau=(x_v-x_l)/(x_r-x_l)$. Multiplying by $x_r-x_l$ and rearranging,

$$\frac{\hat e_v-\hat e_l}{x_v-x_l}<\frac{\hat e_r-\hat e_v}{x_r-x_v}.$$

The slopes of the broken line through the vertices therefore increase, so that line is convex with a kink at each vertex. By the second condition all other points lie above it. It is the predicted hull.

Each inequality gets a margin, the smaller of 0.5 meV and half the direct gap, giving $Gb\ge g$. With zero margins $b=0$ is feasible. If some $b$ satisfies all inequalities strictly, a large enough multiple of it meets any finite margins. Infeasibility is thus a property of the support, and its cure is a larger support.

To solve the constrained fit, factor $A=QR$ and set $c=Q^Ty$, $u=Rb-c$. Then $|Ab-y|^2=|u|^2+{\rm const}$, and the constraints become $\tilde Gu\ge d$ with $\tilde G=GR^{-1}$, $d=g-\tilde Gc$. Find $z\ge0$ that minimizes the length of

$$\begin{pmatrix}\rho\\ r_0\end{pmatrix}=\begin{pmatrix}\tilde G^Tz\\ d^Tz-1\end{pmatrix}.$$

The optimality conditions of this problem are $\tilde G\rho+dr_0\ge0$ and $z^T(\tilde G\rho+dr_0)=0$. The second gives $|\rho|^2+r_0^2=-r_0$, so $r_0<0$ unless the residual vanishes. Dividing the first by $-r_0$ shows that $u=-\rho/r_0$ satisfies $\tilde Gu\ge d$. Moreover $u=\tilde G^T\lambda$ with $\lambda=-z/r_0\ge0$, and $\lambda$ vanishes on slack constraints. These are the conditions for the shortest feasible $u$. If the residual vanishes, then $\tilde G^Tz=0$ and $d^Tz=1$. A feasible $u$ would give $0=z^T\tilde Gu\ge z^Td=1$, so none exists.

## Algorithm

```
enumerate inequivalent structures; compute features
known = pure phases and all cells of up to 4 atoms
compute direct energies of known
repeat:
    score support sizes 1..12, reselecting in every fold
    k = best size;  window = its rms error
    fit with hull inequalities; enlarge support if infeasible
    predict the pool and its hull
    new = uncomputed structures within window of that hull
    if new is empty: stop
    compute the lowest 8 of new; add them to known
recompute hull vertices and near competitors more finely
rebuild the hull
```

At termination no uncomputed structure is a vertex of the predicted hull, since each lies more than the window above it. All predicted vertices are therefore in the known set, where the inequalities make them equal to the direct vertices. When strict constraints are feasible, the predicted hull of the whole pool and the direct hull of the known set thus have the same vertices.

This does not show that the uncomputed structures are unstable. Let $\eta_s=\hat e_s-y_s$ be the error for such a structure and $H$ the direct hull at its composition. It lies on or above that hull only if $\hat e_s-H\ge\eta_s$. A validation error is an rms value, not a bound on $\eta_s$.

**Cost.** An $n$-atom cell needs about $N^3/2n$ Bloch vectors, the factor 2 coming from time reversal. Diagonalization scales as $N^3n^2$ per charge iteration and the response matrix as $N^3n^3$. Enumeration grows as $2^n$ labelings per cell shape and becomes the limit for large cells.

## Worked example

The parameters are $a=0.36$ nm, $t=0.70$ eV, $D=2.0$ eV and $w=10$ eV. The smallest $v$ occurs at the X point and along the lines from X to W, where $S=16$ and $v=2.57$ eV, so the charge solution is unique. The coarse calculation uses $N=12$ and an electronic smearing of 0.2 eV, which is numerical and not the lattice temperature.

There are 29 structures of up to four atoms, including the two pure phases, and 80 of six atoms. The 18 candidate clusters are 8 pairs, 7 triplets and 3 quadruplets. Validation chose 12 clusters, the largest size scanned, so this is not an interior minimum and the fit is only moderately sparse. The eight pair coefficients, in order of distance, are

| Distance (nm) | $b$ (meV) | Distance (nm) | $b$ (meV) |
|---|---|---|---|
| 0.255 | +91.62 | 0.569 | +4.24 |
| 0.360 | −13.31 | 0.624 | +0.65 |
| 0.441 | −20.25 | 0.673 | +4.86 |
| 0.509 | −5.40 | 0.720 | +0.52 |

The other four are triplets, none larger than 3.6 meV in magnitude.

The compound L1$_0$ has alternating A and B planes a distance $a/2$ apart. Its pair correlation is $-1/3$ for the shells at 0.255, 0.441, 0.569 and 0.673 nm and $+1$ for the other four, which drop out. The triplets vanish at $x=1/2$ because exchanging A and B reproduces the structure. Hence

$$\hat e=-\tfrac43(91.62-20.25+4.24+4.86)=-107.3\ {\rm meV}.$$

The direct value is $-107.5$ meV. In the random alloy at $x=1/2$ all correlations vanish, and $\hat e=-\sum b_{\rm pair}=-62.9$ meV.

The hull has three compounds:

| Compound | $x$ | Fit (meV) | Direct, coarse (meV) | Direct, fine (meV) |
|---|---|---|---|---|
| L1$_2$ | 0.25 | −83.4 | −83.4 | −84.6 |
| L1$_0$ | 0.50 | −107.3 | −107.5 | −108.1 |
| L1$_2$ | 0.75 | −77.6 | −77.5 | −77.6 |

Second-order response explains most of this pattern. L1$_0$ contains one X wave with $|s_q|^2=1$. L1$_2$ contains three with $|s_q|^2=1/4$ each, so its energy should be $0.75\times(-107.5)=-80.6$ meV. The mean of the two L1$_2$ energies is $-80.4$ meV. Exchanging A and B is the same as reversing $D$, so the remaining difference of 5.9 meV between them is odd in $D$ and starts at third order. Pairs alone cannot produce it.

No six-atom structure came within 0.99 meV of the predicted hull, so the search stopped without adding any. No inequality was active, and the unconstrained fit already had the right hull. The constraints acted here as a check and did not change the coefficients. Direct calculation of all 80 six-atom structures then found none below the hull. The largest error was 1.44 meV, above the window, so it is this audit, not the window, that establishes the coarse hull for the pool.

## Stability under changed electronic calculations

The fine calculation uses $N=24$ and a smearing of 0.1 eV. All three compounds remain vertices, and the largest shift is 1.2 meV, almost all of it from the smearing. The fine values are not converged to the last digit shown: $N=36$ moves them by about 0.1 meV, and $N=36$ with a smearing of 0.05 eV by up to 0.3 meV. Since no competitor fell within the window, this tests the compounds against each other and the pure phases only. The shift exceeds the window, so a competitor just outside it could in principle change places with a vertex. A safer shortlist uses a window at least as wide as the validation error plus the expected electronic shift.

Lowering $w$ from 10 to 8 eV, with the coarse mesh and smearing held fixed, adds 2 eV to $v$ at every $q\ne0$. The compounds again survive among themselves, but the largest energy change is 32 meV. Linear response accounts for it. L1$_0$ has a charge transfer of 0.214 electrons, driven by $D/2=1$ eV less the screening potential $2.57\times0.214=0.55$ eV. So $\chi_0\approx0.214/0.45=0.48$ eV$^{-1}$. With $v=4.57$ eV the transfer becomes $0.48/(1+4.57\times0.48)=0.15$. The energy $-\frac12(D/2)\delta$ then changes from $-107$ to about $-75$ meV. An expansion inherits such a parameter error in full, and cross-validation cannot see it.

## Epitaxy and temperature

Let a coherent film have a misfit to its substrate of $\eta x$ and a biaxial modulus $M$ independent of composition. Two in-plane stresses $M\eta x$ each do work $\frac12M(\eta x)^2$ per volume, so the energy per atom is $M\eta^2\Omega x^2$. The modulus depends on the film orientation: for copper it is near 120 GPa in a (001) film and more than twice that in a (111) film. For a (001) film with $M=120$ GPa and $\eta=2$ %,

$$4.8\times10^7\ {\rm J/m^3}\times1.17\times10^{-29}\ {\rm m^3}=3.5\ {\rm meV}\quad(x=1).$$

This function is convex. At a hull vertex it lies on or below its own chord, so adding it to all structures cannot remove the vertex. Coherency can add compounds but not destroy them, provided the decomposition products are also coherent and the strain energy depends on $x$ alone. Here it adds none. Against relaxed pure phases the film at $x=1/2$ instead pays $3.5/4=0.9$ meV.

At an anneal of 673 K the ideal mixing entropy lowers the random alloy at $x=1/2$ by 40.2 meV, to $-103.1$ meV, which is about 4 meV above L1$_0$. With these two energies alone the free energies would cross near 750 K. That is not a prediction of the ordering temperature. Short-range order lowers the free energy of the disordered alloy, partial disorder lowers that of the compound, and vibrations change both. The first effect is easily estimated. Each atom has six nearest-neighbour pairs of energy $\pm b/6$, with $b=91.62$ meV. In the random alloy their energy has the variance $b^2/6$ per atom, which to leading order in $1/T$ lowers the free energy by $b^2/(12k_BT)\approx12$ meV at 673 K. The series converges slowly: the eight nearest-neighbour triangles per atom are frustrated and return $8k_BT\tanh^3(b/6k_BT)\approx8$ meV at the next order. Summed to all orders by Monte Carlo, the lowering is about 8 meV for nearest neighbours alone and about 11 meV for all eight pairs. Either exceeds the 4 meV gap, so this comparison does not show that L1$_0$ is stable at 673 K. Such a simulation includes short-range order and partial disorder, but not the vibrations. With the eight pairs alone, an L1$_0$ cell of 864 sites has lost its order by 600 K.

## Comparison with real copper alloys

The lattice constant is that of copper, and the occupied band width of 9.0 eV is close to the depth of copper's sp band, roughly 9 eV. B is a model solute. The on-site repulsion, the average of $v(q)$ over the Brillouin zone, is 11.8 eV on the $24^3$ mesh without $q=0$ and tends to about 12.5 eV as the mesh is refined. It is a model choice, and the 32 meV shift shows how much rides on it. The d electrons, exchange-correlation, magnetism and atomic relaxation are absent. The common rigid lattice is a serious restriction when the atoms differ in size. The lattice constants of copper and gold, a real monovalent pair, differ by roughly 12 % of their mean. For a coherent film the same strain formula then gives $3.5\times(12/2)^2\approx130$ meV at $x=1$, comparable in size to the formation energy of L1$_0$. So large a strain lies outside linear elasticity, so this is only an order of magnitude. Such a pair needs relaxed direct energies and strain terms in the expansion.

## Failure modes

- **Charge iteration.** Replacing $\chi$ by a fixed $\chi_f$ multiplies a charge error at wave vector $q$ by about $1-(1+v\chi_0)/(1+v\chi_f)$ per step. For large $v$ this tends to $1-\chi_0/\chi_f$, which exceeds 1 in size when $\chi_0>2\chi_f$. With $\chi_f=0.2$ eV$^{-1}$ the largest factor at the solutions was 1.00 in size and negative, so an error in that mode alternates in sign and hardly decays. The median over the compounds is about 0.86, and even in the worst structure an iteration started from zero charge shrinks by about 5 % per step, so convergence is slow rather than absent. Newton steps avoid this.
- **Indistinguishable structures.** Two structures with equal features but different direct energies cannot be separated strictly. The support, or the candidate list, must grow.
- **Distorting constraints.** A marked rise of the fit error when constraints are imposed means that clusters are missing. Here it stayed at 0.25 meV.
- **Incomplete pool.** The hull says nothing about cells outside the pool, here those of five atoms or more than six.
